# Current, voltage and saturation for a single resonant level

## Problem

A single electronic level of energy $\varepsilon_0$ lies between two metallic leads, L and R. Electrons do not interact with one another, and spin is conserved, so each spin can be treated separately. The level is coupled with a real matrix element $v_L$ to every state of the left lead and $v_R$ to every state of the right lead. The leads have constant densities of states $\rho_L$ and $\rho_R$ per spin, over bands much wider than any other energy in the problem. Define

$$\Gamma_L=2\pi v_L^2\rho_L,\qquad \Gamma_R=2\pi v_R^2\rho_R,\qquad \Gamma=\Gamma_L+\Gamma_R .$$

Atomic units are used in the algebra: $\hbar=e=1$, hence $h=2\pi$. The current $I$ is $e>0$ times the number of electrons of one spin passing from left to right per unit time. The conventional electric current has the opposite direction.

(a) Show that the steady current is an integral over energy of a transmission $T(E)$, and find $T(E)$.

(b) Evaluate the current at zero temperature for chemical potentials $\mu_L>\mu_R$.

(c) Let the bias be split evenly, $\mu_L=V/2$ and $\mu_R=-V/2$, where $V$ is the bias energy (the charge $e$ times the voltage) and energies are counted from the equilibrium Fermi level. The level stays at $\varepsilon_0$. Find $I(V)$ and its slope.

(d) Find the saturation current, the conditions for reaching it, and how fast it is approached.

(e) Explain the saturation current by the filling and emptying of the level.

(f) What happens at large bias if the level is instead held at $\mu_R$? What does a temperature of 300 K change?

For numbers take the round model values $\Gamma_L=0.01$ eV, $\Gamma_R=0.04$ eV and $\varepsilon_0=0.2$ eV.

## Solution

### (a) The current integral and the transmission

Without interactions, each electron evolves by the one-particle Schrödinger equation. A state built from filled orbitals (a Slater determinant) stays of that form, and the mean number of electrons in the right lead is the sum, over all initially filled orbitals, of the probability to be found there. It is therefore enough to follow one electron at a time. No factor for blocked final states has to be added.

Let an electron start in state $k$ of the left lead, with energy $E$. Call its amplitude on the level $c(t)$ and its amplitudes on the lead states $b_q(t)$. Then

$$i\dot c=\varepsilon_0c+\sum_q v_qb_q,\qquad i\dot b_q=E_qb_q+v_qc,$$

with $c(0)=0$ and $b_q(0)=\delta_{qk}$. The second equation integrates to

$$b_q(t)=\delta_{qk}e^{-iEt}-iv_q\int_0^t e^{-iE_q(t-t')}c(t')\,dt'.$$

Inserting this in the first equation produces the sum $\sum_q v_q^2e^{-iE_q\tau}$ with $\tau=t-t'$. For a wide band of constant density, the part from lead $\alpha$ is

$$v_\alpha^2\rho_\alpha\int_{-\infty}^{\infty}e^{-iE'\tau}dE'=2\pi v_\alpha^2\rho_\alpha\,\delta(\tau)=\Gamma_\alpha\delta(\tau).$$

The time integral ends at $\tau=0$, so it covers one half of this symmetric peak. Each lead thus contributes $-i(\Gamma_\alpha/2)c$, and

$$i\dot c=\left(\varepsilon_0-\frac{i\Gamma}{2}\right)c+v_Le^{-iEt}.$$

Try $c=Ae^{-iEt}$. This gives $EA=(\varepsilon_0-i\Gamma/2)A+v_L$, so $A=v_L/(E-\varepsilon_0+i\Gamma/2)$. The solution of the homogeneous equation, needed to meet $c(0)=0$, decays as $e^{-\Gamma t/2}$. After a time of several $1/\Gamma$ there remains

$$|c|^2=\frac{v_L^2}{(E-\varepsilon_0)^2+\Gamma^2/4}.$$

Next comes the rate at which this electron enters the right lead. From the equation for $b_q$,

$$\frac{d}{dt}\sum_{q\in R}|b_q|^2=2\,\mathrm{Re}\sum_{q\in R}b_q^*\dot b_q=2\,\mathrm{Im}\Big(c\sum_{q\in R}v_Rb_q^*\Big).$$

The term $-iE_q|b_q|^2$ is imaginary and drops out. The same half peak as before gives $\sum_{q\in R}v_Rb_q=-i(\Gamma_R/2)c$, whose complex conjugate is $+i(\Gamma_R/2)c^*$. The rate is therefore $\Gamma_R|c|^2$.

Sum over the filled left states, with $\sum_k\to\int\rho_L\,dE$ and $v_L^2\rho_L=\Gamma_L/(2\pi)$. If $f_L(E)$ is the filling of the left lead, the flow of left electrons into the right lead is

$$\int\frac{dE}{2\pi}\,\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0)^2+\Gamma^2/4}\,f_L(E).$$

For electrons that start on the right, exchange the labels: the left lead gains them at the same expression with $f_R$. In the steady state their probability on the level is constant, so the right lead loses what the left lead gains. The net current is

$$I=\int\frac{dE}{2\pi}\,T(E)\,[f_L(E)-f_R(E)],\qquad T(E)=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0)^2+(\Gamma/2)^2}.$$

The transmission is a Lorentzian of full width $\Gamma$ at half maximum. Its peak is $4\Gamma_L\Gamma_R/\Gamma^2$, which equals one for equal couplings. Here it is $4(0.01)(0.04)/(0.05)^2=0.64$.

### (b) Zero temperature

At zero temperature $f_L-f_R$ equals one for $\mu_R<E<\mu_L$ and zero elsewhere. Substitute $x=2(E-\varepsilon_0)/\Gamma$, so that $dE=(\Gamma/2)\,dx$ and the denominator becomes $(\Gamma^2/4)(x^2+1)$:

$$I=\frac{\Gamma_L\Gamma_R}{2\pi}\,\frac{\Gamma/2}{\Gamma^2/4}\int\frac{dx}{1+x^2}=\frac{\Gamma_L\Gamma_R}{\pi\Gamma}\int\frac{dx}{1+x^2}.$$

The integral of $1/(1+x^2)$ is $\arctan x$. With the limits put in,

$$I=\frac{\Gamma_L\Gamma_R}{\pi\Gamma}\left[\arctan\frac{2(\mu_L-\varepsilon_0)}{\Gamma}-\arctan\frac{2(\mu_R-\varepsilon_0)}{\Gamma}\right].$$

Each arctangent measures how much of the resonance lies below one chemical potential. If both chemical potentials are far above the level, or both far below it, the two terms nearly cancel and little current flows.

### (c) The current-voltage curve

For the even split, the first argument is $2(V/2-\varepsilon_0)/\Gamma=(V-2\varepsilon_0)/\Gamma$ and the second is $-(V+2\varepsilon_0)/\Gamma$. Since the arctangent is odd,

$$I(V)=\frac{\Gamma_L\Gamma_R}{\pi\Gamma}\left[\arctan\frac{V-2\varepsilon_0}{\Gamma}+\arctan\frac{V+2\varepsilon_0}{\Gamma}\right].$$

Reversing $V$ reverses $I$. Replacing $\varepsilon_0$ by $-\varepsilon_0$ exchanges the two terms, so a level below the Fermi level gives the same curve as one equally far above it.

For the slope, use

$$\frac{d}{dV}\arctan\frac{V\mp2\varepsilon_0}{\Gamma}=\frac{\Gamma}{(V\mp2\varepsilon_0)^2+\Gamma^2}.$$

Multiplying the numerator and denominator of $T(\pm V/2)$ by four gives $T(\pm V/2)=4\Gamma_L\Gamma_R/[(V\mp2\varepsilon_0)^2+\Gamma^2]$. Hence

$$\frac{dI}{dV}=\frac{T(V/2)+T(-V/2)}{4\pi}=\frac{1}{2\pi}\,\frac{T(V/2)+T(-V/2)}{2}.$$

The factor $1/(2\pi)$ is the conductance unit $e^2/h$. The remaining half appears because each chemical potential moves by only half of the added bias.

At small bias both transmissions equal $T(0)$, and the conductance is $T(0)\,e^2/h$. In the example this is $0.0098\,e^2/h$, since the level is four widths away from the Fermi level.

When $|\varepsilon_0|\gg\Gamma$, the current rises in a step near $V=2|\varepsilon_0|$, where one chemical potential crosses the level. The slope there is about half the peak transmission in units of $e^2/h$. The example gives a step at $V=0.4$ eV, that is, at 0.4 volt, with slope $0.3212\,e^2/h$. The peak alone would give $0.64/2=0.3200$; the small remainder comes from the other chemical potential.

Define $I_0=\Gamma_L\Gamma_R/\Gamma=(0.01)(0.04)/0.05=0.008$ eV as a unit for the current. In atomic units a current is an energy, so the values below are $\hbar I/e$ in eV.

| $V$ (eV) | $\hbar I/e$ (eV) | $I/I_0$ |
|---:|---:|---:|
| 0.1 | 0.00017 | 0.021 |
| 0.2 | 0.00041 | 0.052 |
| 0.3 | 0.00100 | 0.125 |
| 0.4 | 0.00384 | 0.480 |
| 0.5 | 0.00668 | 0.835 |
| 0.6 | 0.00725 | 0.906 |
| 1.0 | 0.00770 | 0.962 |
| 2.0 | 0.00787 | 0.983 |

At $V=0.5$ eV, for instance, the arguments are $(0.5-0.4)/0.05=2$ and $(0.5+0.4)/0.05=18$. The arctangents are 1.1071 and 1.5153, so

$$\frac{I}{I_0}=\frac{1.1071+1.5153}{\pi}=0.835 .$$

At the step itself the first arctangent vanishes. The second is slightly less than $\pi/2$, which is why the ratio is 0.480 and not one half.

### (d) Saturation

Let $a=\mu_L-\varepsilon_0$ and $b=\varepsilon_0-\mu_R$ be the distances from the level to the two ends of the energy window. If both are positive and much larger than $\Gamma$, the bracket in (b) tends to $\pi/2-(-\pi/2)=\pi$. Therefore

$$I_{\rm sat}=\frac{\Gamma_L\Gamma_R}{\Gamma}.$$

To restore ordinary units, note that the right side is an energy. Division by $\hbar$ makes it a rate, and multiplication by $e$ makes it a current:

$$I_{\rm sat}=\frac{e\,\Gamma_L\Gamma_R}{\hbar\,\Gamma}\quad\text{per spin}.$$

The unit $I_0$ used in the table is thus the saturation current. With $e^2/\hbar=243.413$ microampere per eV of $\hbar I/e$, the example gives

$$I_{\rm sat}=0.008\times243.413=1.947\ \text{microampere per spin}.$$

For two independent spins the current doubles. Repulsion between two electrons on the level would make the one-electron treatment of (a) invalid, and the doubling could then not be assumed.

The approach to saturation follows from $\arctan x=\pi/2-\arctan(1/x)$ for $x>0$:

$$\frac{I}{I_{\rm sat}}=1-\frac1\pi\left[\arctan\frac{\Gamma}{2a}+\arctan\frac{\Gamma}{2b}\right]\approx1-\frac{\Gamma}{2\pi}\left(\frac1a+\frac1b\right).$$

The last form uses $\arctan y\approx y$ for small $y$. The missing part falls only as the inverse of the distance, because the Lorentzian has long tails. At $V=2$ eV one has $a=0.8$ eV and $b=1.2$ eV, and the estimate is

$$\frac{0.05}{2\pi}\left(\frac1{0.8}+\frac1{1.2}\right)=0.0166,$$

in agreement with the integral of the tails, 0.01657.

For a bias far above $2|\varepsilon_0|$, both distances are close to $V/2$, and the missing part is about $2\Gamma/(\pi V)$. Setting this to 0.01 suggests $V\approx64\,\Gamma=3.2$ eV. The full formula gives 3.23 eV for 99 percent of saturation. The plateau thus looks flat well before the current is within one percent of its limit. The limit also presumes that the window stays inside both bands and that no second level enters it. Over a range of several eV, these conditions may well fail in a real conductor before the last percent is reached.

### (e) Filling and emptying the level

On the plateau, the left lead is filled and the right lead is empty at practically all energies where the resonance has weight. The mean occupation $n$ of the level then comes from left electrons alone. Summing $|c|^2$ from (a) over them gives

$$n=\frac{\Gamma_L}{2\pi}\int_{-\infty}^{\infty}\frac{dE}{(E-\varepsilon_0)^2+\Gamma^2/4}=\frac{\Gamma_L}{2\pi}\,\frac{2\pi}{\Gamma}=\frac{\Gamma_L}{\Gamma}.$$

Each of these electrons enters the right lead at the rate $\Gamma_R|c|^2$, so the total current is $\Gamma_Rn=\Gamma_L\Gamma_R/\Gamma$. In the example $n=0.2$ and $I=0.04\times0.2=0.008$ eV.

Since $1-n=\Gamma_R/\Gamma$, the result can be written as a balance:

$$\Gamma_L(1-n)=\Gamma_Rn .$$

The left side is the rate of filling when the level is empty with probability $1-n$, and the right side is the rate of emptying. The meaning of the widths as rates follows from the equation for $c$ without its source term. An electron placed on the level, with both leads empty, has $|c|^2=e^{-\Gamma t}$. It leaves to the right at the rate $\Gamma_R|c|^2$, so the share that goes right is $\int_0^\infty\Gamma_Re^{-\Gamma t}dt=\Gamma_R/\Gamma$, here 0.8.

The saturation formula is equivalent to

$$\frac1{I_{\rm sat}}=\frac1{\Gamma_L}+\frac1{\Gamma_R}.$$

The mean times for filling and emptying add. If one coupling is much weaker than the other, it alone sets the current: $\Gamma_L\ll\Gamma_R$ gives $I_{\rm sat}\approx\Gamma_L$. The level energy does not appear, because once the whole resonance lies inside the window its position no longer matters.

### (f) A level held at one lead, and finite temperature

The formula in (b) requires only the distances between the level and the two chemical potentials at the given bias. Suppose the level is held at $\mu_R$ while $\mu_L$ rises. The second arctangent is then zero at every bias, and the first tends to $\pi/2$:

$$I\to\frac{\Gamma_L\Gamma_R}{\pi\Gamma}\,\frac{\pi}{2}=\frac{I_{\rm sat}}{2}.$$

Half of the resonance lies below $\mu_R$, where both leads are filled and the two flows cancel. A large voltage is therefore not sufficient for full saturation; the level must be far from both chemical potentials.

At finite temperature the sharp ends of the window become Fermi functions, each smooth over a few $kT$. At 300 K, $kT=0.0259$ eV, which is comparable with $\Gamma$. The slope at the step, in units of $e^2/h$, is then about half of an average of the transmission over energies around its peak. It falls from $0.321$ to $0.157\,e^2/h$.

The plateau responds much less. There the ends of the window lie in the weak tails of $T(E)$. Moreover, the filling lost just below a chemical potential is matched by the filling gained just above it, so a nearly constant $T$ gives almost no net change. At $V=2$ eV the current falls by a fraction $4.6\times10^{-5}$ of its zero-temperature value. The plateau thus needs only a window whose ends are many $kT$, as well as many $\Gamma$, from the level. Near the step, the arctangent curve needs $kT\ll\Gamma$. Below the step it also fails at 300 K in this example. The small-bias conductance is then the average of $T(E)$ with weight $-df/dE$, where $f$ is the equilibrium Fermi function. This average includes energies closer to the resonance, and it gives $0.0127\,e^2/h$ instead of $0.0098\,e^2/h$.

### A check that does not use the transmission

The numerical check also follows the electrons in time, with 800 discrete states in each lead, and obtains the current from the growth of the electron number on the right. For $V=0.5$ eV this gives 0.00672 eV, against 0.00668 eV from the arctangents. For $V=2$ eV it gives 0.00793 eV against 0.00787 eV. The differences are 0.7 and 0.8 percent of the arctangent values.

Their size follows from the finite band. In the program it extends by $D=2$ eV to either side of the level. The sum over lead states is then no longer a delta function in time. Put $c=Ae^{-iEt}$ in the integral for $b_q$ in (a). At long times it gives $-iv_qAe^{-iEt}\int_0^\infty e^{i(E-E_q)\tau}d\tau=v_qAe^{-iEt}/(E-E_q+i0)$. With $x=E-\varepsilon_0$, $y=E_q-\varepsilon_0$ and $1/(u+i0)=\mathrm P(1/u)-i\pi\delta(u)$, the two leads together contribute $\sum_q v_q^2/(E-E_q+i0)=\Lambda-i\Gamma/2$, so that $A=v_L/(x-\Lambda+i\Gamma/2)$. Only the imaginary part enters the rate into the right lead, which remains $\Gamma_R|A|^2$. The real part shifts the level by

$$\Lambda(E)=\frac{\Gamma}{2\pi}\,\mathrm P\!\int_{-D}^{D}\frac{dy}{x-y}=\frac{\Gamma}{2\pi}\ln\frac{D+x}{D-x}\approx\frac{\Gamma}{\pi D}\,x,$$

where P denotes the principal value and the last step holds for $|x|\ll D$. In the transmission, $x$ is replaced by $x-\Lambda=x(1-\Gamma/\pi D)$. This widens the resonance and raises the area inside a window that is many $\Gamma$ wide but lies within the band by a fraction of about $\delta=\Gamma/(\pi D)=0.05/(2\pi)=0.008$. The area over the whole band is not raised: the gain matches the tails beyond $\pm D$ that the finite band cuts off, whose share is $\Gamma/(\pi D)$ by the estimate of (d) with $a=b=D$. In the formula of (b) the prefactor is divided by $1-\delta$ and each arctangent argument $u$ is multiplied by $1-\delta$, which lowers that arctangent by about $\delta\,u/(1+u^2)$. At $V=2$ eV the arguments are 32 and 48, this loss is small, and the current rises by about 0.8 percent. The ends of this window, $x=0.8$ and $-1.2$ eV, do not satisfy $|x|\ll D$, but the transmission there is weak, and integrating with the full logarithm for $\Lambda$ also gives a rise of 0.8 percent. At $V=0.5$ eV the arguments are 2 and 18, and the relative change is $\delta\,[1-(2/5+18/325)/2.6224]=0.0066$, or about 0.7 percent. Both agree with the differences found. In the wide-band limit the correction vanishes.

## Computed results

```
Gamma_L = 0.010 eV
Gamma_R = 0.040 eV
Gamma = 0.050 eV
level energy = 0.200 eV
peak transmission = 0.6400 (no unit)
transmission at Fermi level = 0.009846 (no unit)
saturation current hbar*I/e = 0.00800 eV
conversion e^2/hbar = 243.413 microampere per eV
saturation current per spin = 1.9473 microampere
even bias eV, hbar*I/e in eV, I/I_sat (no unit):
  0.1  0.000167  0.0208
  0.2  0.000412  0.0515
  0.3  0.000999  0.1249
  0.4  0.003841  0.4801
  0.5  0.006678  0.8348
  0.6  0.007249  0.9061
  1.0  0.007697  0.9622
  2.0  0.007867  0.9834
arctangents at bias 0.5 eV = 1.1071, 1.5153 rad
current at bias 0.5 eV = 1.6255 microampere
missing fraction at bias 2.0 eV, integral = 0.01657 (no unit)
missing fraction at bias 2.0 eV, tail law = 0.01658 (no unit)
bias for 99 percent of saturation = 3.232 eV
small-bias conductance = 0.009846 e^2/h
steepest point of curve, scan = 0.400 eV
slope at bias 0.4 eV, zero temperature = 0.3212 e^2/h
kT at 300 K = 0.02585 eV
slope at bias 0.4 eV, 300 K = 0.1570 e^2/h
relative plateau change at bias 2.0 eV, 300 K = -4.6e-05 (no unit)
time evolution: 800 states per lead, half band 2.0 eV
window, evolved hbar*I/e in eV, arctangent hbar*I/e in eV:
  even bias 0.5 eV: 0.006723  0.006678
  even bias 2.0 eV: 0.007930  0.007867
  muR at level, muL 1 eV above: 0.003967  0.003936
evolved I/I_sat with muR at level = 0.4959 (no unit)
evolved level occupation at bias 2.0 eV = 0.2010 (no unit)
rate-picture occupation Gamma_L/Gamma = 0.2000 (no unit)
survival of filled level at t = 2 hbar/Gamma = 0.1353 (no unit)
exponential law exp(-2) = 0.1353 (no unit)
share of decay going right = 0.8000 (no unit)
```
